# How the Dirac Hamiltonian reproduces the Schrödinger A² term, part 2

One electron moves in a static local potential $V$ and a weak vector potential $\mathbf A$, with $\mathbf B=\nabla\times\mathbf A$, electric field $-\partial_t\mathbf A$ and $\nabla\cdot\mathbf A=0$. Hartree atomic units are used: $\hbar=m=1$, electron charge $-1$, $c=1/\alpha=137.035999$. The task is to find where the physics of the Schrödinger term $+A^2/2$ resides in the Dirac Hamiltonian

$$H=H_0+H_1,\qquad H_0=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V,\qquad H_1=c\,\boldsymbol\alpha\cdot\mathbf A .$$

Here $\alpha_i$ has $\sigma_i$ in its off-diagonal blocks, $\Sigma_i$ has $\sigma_i$ in both diagonal blocks, and $\beta=\mathrm{diag}(1,-1)$. Energies include the rest energy. A program supplies the numbers.

Part (a) split the second-order energy of a positive-energy state $a$ by the sign of the intermediate energy:

$$E_2=E^++E^-,\qquad E^\pm=\sum_{n\in\pm,\;n\ne a}\frac{\lvert\langle n\rvert c\,\boldsymbol\alpha\cdot\mathbf A\lvert a\rangle\rvert^2}{E_a-E_n}.$$

If the negative-energy states are all filled, the result is the same; $E^-$ then comes from virtual pairs blocked by the electron in $a$.

Part (b) used, for upper part $\varphi$ and lower part $\chi$,

$$(V+c^2-E)\varphi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=0,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi+(V-c^2-E)\chi=0.$$

With $E_a=c^2+\epsilon_a$, the denominators in $E^-$ are $2c^2+\epsilon_a+(p^2/2-V)_n$, and $E^-=\tfrac12\langle A^2\rangle[1+O(v^2)]$ with $v=p/c$.

Part (c) defined $W=\beta\,\boldsymbol\alpha\cdot\mathbf A$, $M=\beta\mu$ and $\mu=\mathbf A\cdot\mathbf p+\tfrac12\boldsymbol\Sigma\cdot\mathbf B$, and found

$$\langle n\rvert H_1\lvert a\rangle=\frac{E_n-E_a}{2c}W_{na}+M_{na},$$

$$E_2=\tfrac12\langle\beta A^2\rangle-\frac{1}{4c}\langle\{\mu,\boldsymbol\alpha\cdot\mathbf A\}\rangle+\sum_{n\ne a}\frac{\lvert M_{na}\rvert^2}{E_a-E_n},\qquad E_1=\langle H_1\rangle=\langle M\rangle .$$

Part (d) takes $V=-Z/r$ with $Z\alpha<1$, $\mathbf A=\tfrac12\mathbf B\times\mathbf r$ with $\mathbf B$ along $z$, and the 1s state with $m_j=\tfrac12$. It asks for the state, the channels reached by $H_1$, the first-order energy, and $E^-$ including its first relativistic correction. To the same order it asks for the share of $\langle A^2\rangle$ carried by positive-energy states and the mean denominator of $E^-$.

**Solution.** *Radial equations.* A spin-angular function $\Omega_\kappa$ of given $j,l,m$ has $\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\tfrac34\equiv-(1+\kappa)$, so $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$. The operator $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$ is a rotational scalar of odd parity with $\sigma_r^2=1$; it keeps $j,m$ and switches to the other $l$, that is to $-\kappa$. The phase is fixed by $\Omega_{-\kappa}=-\sigma_r\Omega_\kappa$. Multiplying $\boldsymbol\sigma\cdot\mathbf p$ by $\sigma_r^2$,

$$\boldsymbol\sigma\cdot\mathbf p=\sigma_r\big[\hat{\mathbf r}\cdot\mathbf p+i\boldsymbol\sigma\cdot(\hat{\mathbf r}\times\mathbf p)\big]=-i\sigma_r\big(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r\big).$$

With $\varphi=P\,\Omega_\kappa/r$, $\chi=iQ\,\Omega_{-\kappa}/r$ and $(\partial_r+1/r)(f/r)=f'/r$, this gives $\boldsymbol\sigma\cdot\mathbf p\,\varphi=i(P'+\kappa P/r)\Omega_{-\kappa}/r$ and $\boldsymbol\sigma\cdot\mathbf p\,\chi=-(Q'-\kappa Q/r)\Omega_\kappa/r$. The equations of (b) become

$$-c(Q'-\kappa Q/r)+(V+c^2-E)P=0,\qquad c(P'+\kappa P/r)+(V-c^2-E)Q=0.$$

*Ground state.* For $\kappa=-1$, $\Omega_{-1}=\chi_\uparrow/\sqrt{4\pi}$. Try $P=P_0\phi$, $Q=Q_0\phi$ with $\phi\propto r^\gamma e^{-\lambda r}$ normalized. The $1/r$ terms give $-c(\gamma+1)Q_0=ZP_0$ and $c(\gamma-1)P_0=ZQ_0$; their product gives $\gamma=\sqrt{1-(Z\alpha)^2}$, and then $Q_0/P_0=-(1-\gamma)/Z\alpha=-\sqrt{(1-\gamma)/(1+\gamma)}$. The constant terms give $Q_0/P_0=-(c^2-E)/c\lambda$ and $Q_0/P_0=-c\lambda/(c^2+E)$; their product, $(c^2-E)/(c^2+E)=(1-\gamma)/(1+\gamma)$, gives $E_a=\gamma c^2$, and then $c\lambda=c^2\sqrt{1-\gamma^2}$, or $\lambda=Z$. Normalization gives $P_0^2=(1+\gamma)/2$, $Q_0^2=(1-\gamma)/2$, $P_0Q_0=-Z/2c$. The moments of $\phi^2$ are ratios of gamma functions: $\langle r\rangle=(2\gamma+1)/2Z$ and $\langle r^2\rangle=(2\gamma+1)(2\gamma+2)/4Z^2$.

*Channels.* Since $\boldsymbol\alpha\cdot(\mathbf B\times\mathbf r)=\mathbf B\cdot(\mathbf r\times\boldsymbol\alpha)$, $H_1$ has $\tfrac12cBr\,T$ in both off-diagonal blocks, with $T=(\hat{\mathbf r}\times\boldsymbol\sigma)_z$. From $\sigma_b\sigma_j=\delta_{bj}+i\epsilon_{bjk}\sigma_k$,

$$T\sigma_r=i[\hat{\mathbf r}\times(\hat{\mathbf r}\times\boldsymbol\sigma)]_z=i(\cos\theta\,\sigma_r-\sigma_z),\qquad \sigma_rT=(T\sigma_r)^\dagger=-i(\cos\theta\,\sigma_r-\sigma_z).$$

Define $\Phi=(\cos\theta\,\sigma_r-\sigma_z)\Omega_{-1}$. The upper part of $H_1\lvert a\rangle$ contains $iT\Omega_{1}=-iT\sigma_r\Omega_{-1}=\Phi$, and the lower part contains $T\Omega_{-1}=\sigma_r(\sigma_rT)\Omega_{-1}=i(-\sigma_r\Phi)$. Using $\sigma_r\chi_\uparrow=(\cos\theta,\ \sin\theta\,e^{i\varphi})$, where $\varphi$ is here the azimuth,

$$\sqrt{4\pi}\,\Phi=\big(-\sin^2\theta,\ \sin\theta\cos\theta\,e^{i\varphi}\big)=-\tfrac23(1,0)+\big(\cos^2\theta-\tfrac13,\ \sin\theta\cos\theta\,e^{i\varphi}\big).$$

The first piece is $a_{-1}\Omega_{-1}$ with $a_{-1}=-\tfrac23$; the second has $l=2$. A $d_{5/2}$ part would be carried by $\sigma_r$ to $l=3$, but $\sigma_r\Phi=(\cos\theta-\sigma_r\sigma_z)\Omega_{-1}$ is linear in $\hat{\mathbf r}$, so the second piece is pure $d_{3/2}$, $\kappa=+2$. As $4\pi\lvert\Phi\rvert^2=\sin^2\theta$ averages to $\tfrac23$, $a_2^2=\tfrac23-\tfrac49=\tfrac29$. The program confirms $0.444444$ and $0.222222$ by angular quadrature. The matrix elements are

$$\langle n\kappa\rvert H_1\lvert a\rangle=\tfrac12cB\,a_\kappa\int_0^\infty r\,(P_nQ+Q_nP)\,dr .$$

For $n=a$,

$$E_1=\tfrac12cB\,\big(-\tfrac23\big)\,2\Big(-\frac{Z}{2c}\Big)\frac{2\gamma+1}{2Z}=\frac{(1+2\gamma)B}{6},$$

which tends to the spin Zeeman energy $B/2$ as $\gamma\to1$.

*The explicit terms of (c).* Here $A^2=\tfrac14B^2r^2\sin^2\theta$, and both angular densities equal $1/4\pi$ because $\sigma_r^2=1$. So

$$\langle A^2\rangle=\frac{B^2(2\gamma+1)(2\gamma+2)}{24Z^2},\qquad \tfrac12\langle\beta A^2\rangle=\tfrac12(P_0^2-Q_0^2)\langle A^2\rangle=\frac{B^2\gamma(\gamma+1)(2\gamma+1)}{24Z^2}.$$

At $\gamma=1$ this is $E_{\rm NR}=B^2/4Z^2$, the Schrödinger value $B^2\langle x^2+y^2\rangle/8$. Next, $\mathbf A\cdot\mathbf p=\tfrac12BL_z$, so $\mu=\tfrac12B(L_z+\Sigma_z)=\tfrac12B(J_z+\tfrac12\Sigma_z)$. The blocks of $\{\Sigma_z,\boldsymbol\alpha\cdot\mathbf A\}$ are $\{\sigma_z,\sigma_i\}A_i=2A_z=0$, and $\langle\{J_z,\boldsymbol\alpha\cdot\mathbf A\}\rangle=2m_jE_1/c$. The second term of (c) is therefore

$$-\frac{Bm_jE_1}{4c^2}=-\frac{B^2(1+2\gamma)}{48c^2}=-E_{\rm NR}\,(Z\alpha)^2\,\frac{1+2\gamma}{12}.$$

*The sum over $M$.* On the upper part of $a$, $J_z+\tfrac12\sigma_z=1$. On the lower part, $\langle\Omega_1\rvert\sigma_z\lvert\Omega_1\rangle$ is the average of $\sigma_r\sigma_z\sigma_r=2\cos\theta\,\sigma_r-\sigma_z$ in $\Omega_{-1}$, which is $\tfrac23-1=-\tfrac13$, so $J_z+\tfrac12\sigma_z\to\tfrac13$. For $\kappa=-1$ this gives $M_{na}=B[\tfrac12\int P_nP-\tfrac16\int Q_nQ]$, and orthogonality, $\int P_nP=-\int Q_nQ$, turns it into $-\tfrac23B\int Q_nQ$ for $n\neq a$. For $\kappa=2$ the upper parts ($l=2$ and $l=0$) are not connected by $\sigma_z$, and only $\int Q_nQ$ appears. For positive-energy $n$ the integral is of order $(Z\alpha)^2$ and the denominator of order $Z^2$; for negative-energy $n$ the integral is of order $Z\alpha$ and the denominator $2c^2$. Both give $B^2(Z\alpha)^4/Z^2$. In $E^+$ the elements contain also $(E_n-E_a)W_{na}/2c\sim Z^2(B/c)/c=B(Z\alpha)^2$, the same order as $M_{na}$, so $E^+/E_{\rm NR}$ is also of order $(Z\alpha)^4$.

This counting needs sums dominated by momenta $k\sim Z$. For $M$, $\int Q_nQ$ corresponds to $\langle\varphi_n\rvert p^2\lvert\varphi_a\rangle/4c^2$, and $p^2\varphi_a=(2Z/r-Z^2)\varphi_a$ has a Fourier transform falling as $k^{-2}$, so the tail is $\int k^2dk\,k^{-4}/k^2$, which converges. For $W$, the least smooth function is $A_ip_j\varphi_a$, which behaves as $r$ times a direction-dependent factor at the origin, with transform $k^{-4}$, and the tail $\int k^2dk\,k^2k^{-8}$ converges as well.

*Expansion.* With $x=(Z\alpha)^2$ and $\gamma=1-x/2+\dots$,

$$\frac{\gamma(\gamma+1)(2\gamma+1)}{6}=\Big(1-\frac x2\Big)\Big(1-\frac x4\Big)\Big(1-\frac x3\Big)+\dots=1-\frac{13}{12}x+\dots,$$

and the second term gives $-x/4$. Since $E^-=E_2-E^+$ and $\tfrac{13}{12}+\tfrac{3}{12}=\tfrac43$,

$$E^-=\frac{B^2}{4Z^2}\Big[1-\tfrac43(Z\alpha)^2+O\big((Z\alpha)^4\big)\Big].$$

*Share and mean denominator.* Among the positive-energy states, $a$ itself carries $(E_1/c)^2\approx B^2/4c^2$ out of $\langle A^2\rangle\approx B^2/2Z^2$, a share $x/2$; the others carry $(Bx/c)^2$, of relative order $x^3$. Let $S^-$ be the negative-energy part of $\langle A^2\rangle$ and $\bar D=c^2S^-/E^-$. With $\langle A^2\rangle=(B^2/2Z^2)(1-x/3)(1-x/4)$,

$$\frac{\bar D}{2c^2}=1-\tfrac{7}{12}x-\tfrac12x+\tfrac43x+\dots=1+\tfrac14x+\dots$$

The estimate of (b) reproduces this independently. The lower part $\boldsymbol\sigma\cdot\mathbf A\,\varphi_a$ has $l=1$ and radial function $r^2e^{-Zr}$. For it $\langle Z/r\rangle=Z\cdot2Z/4=Z^2/2$. It is the 2p function of a centre of charge $2Z$, whose kinetic energy equals its binding energy $(2Z)^2/8=Z^2/2$. With $\epsilon_a=-Z^2/2$, the mean denominator is $2c^2-Z^2/2+Z^2/2+Z^2/2=2c^2(1+x/4)$.

## (e) Numbers for hydrogen-like ions

*Evaluate the results of (d) for hydrogen at 10 T and for $Z=80$, and compare them with the explicit sums over the Dirac–Coulomb spectrum.*

**Solution.** The program diagonalizes the radial equations in a finite Laguerre (L-spinor) basis, which replaces both continua by discrete states. For each channel it asserts that the lowest positive-energy root is the exact Dirac–Coulomb level and that the root below it lies under $-c^2$; it then sums the matrix elements of (d) over each set.

| $Z$ | $E^-/E_{\rm NR}$ | $1-\frac43(Z\alpha)^2$ | $E^+/E_{\rm NR}$ |
|---|---|---|---|
| 1 | 0.999929 | 0.999929 | $-1.6\times10^{-9}$ |
| 20 | 0.97193 | 0.97160 | $-2.5\times10^{-4}$ |
| 50 | 0.8338 | 0.8225 | $-0.00785$ |
| 80 | 0.6093 | 0.5456 | $-0.0402$ |
| 100 | 0.4311 | 0.2900 | $-0.0811$ |

At $Z=4$ the sums give $(E^-/E_{\rm NR}-1)/x=-1.3327$ and a positive share of $0.5000\,x$; both are tested against $-\tfrac43$ and $\tfrac12$. Between $Z=4$ and $8$, $E^+/E_{\rm NR}$ grows as the power $3.986$ of $Z$, tested against 4. The $M$ sum shows the power $4.000$; what is asserted for it is a bound of order $(Z\alpha)^4$.

For hydrogen, 10 T is $B=4.25438\times10^{-5}$ a.u., $B^2=1.80997\times10^{-9}$, and

$$E^-=\tfrac14\times1.80997\times10^{-9}\times0.999929=4.5246\times10^{-10}\ \text{hartree},$$

or $2.977$ MHz. The magnetizability, defined by $E_2=-\tfrac12\xi_mB^2$, is $\xi_m=-2\times\tfrac14\times0.999929=-0.49996$ a.u. $=-3.945\times10^{-29}$ J/T². These digits describe a fixed point nucleus. For an atom at rest the finite proton mass $M$ multiplies the diamagnetic energy by $(1+1/M)^3$, because the term becomes $B^2(x^2+y^2)/8\mu_r$ with the reduced mass $\mu_r$ and $\langle x^2+y^2\rangle\propto\mu_r^{-2}$; this is a relative change of $1.6\times10^{-3}$, more than the relativistic correction, and gives $2.982$ MHz and $\xi_m=-0.5008$ a.u. The proton spin is also left out. In the real atom the hyperfine interaction, with splitting $\Delta_{\rm hf}=1420$ MHz, mixes $m_j=\pm\tfrac12$ in the two $m_F=0$ levels; at 10 T this shifts them by about $\pm\Delta_{\rm hf}^2/(4\times280\ \text{GHz})=\pm1.8$ MHz, comparable with $E^-$, and at low field it dominates their quadratic Zeeman shift by many orders of magnitude. The numbers above are the quadratic shift only of the stretched levels $m_F=\pm1$. A calculation restricted to positive-energy states of $H_0$ would return $E^+$, a fraction $1.6\times10^{-9}$ of $E_{\rm NR}$ with the opposite sign.

For $Z=80$, $Z\alpha=0.58379$, $x=0.34081$, $\gamma=0.81191$. In units of $E_{\rm NR}$ the first term of (c) is $0.81191\times1.81191\times2.62381/6=0.6433$, and the second is $-0.34081\times2.62381/12=-0.0745$. With the computed $M$ sum the total is $0.643314-0.074518+0.000324=0.569120$, while the direct sums give $0.60929-0.04017=0.56912$. The program asserts this identity for every $Z$; the largest residual relative to $E_2$ is $4.4\times10^{-8}$. The $M$ sum is positive here while $E^+$ is negative and much larger. This is allowed: the $M$ sum has a negative part from positive-energy states and a positive part from negative-energy states, both of order $x^2$, and for 1s the $W$ term that distinguishes the elements $M_{na}$ from those of $H_1$ is of the same order, $B(Z\alpha)^2$, as the elements themselves, as found in (d), so the positive-energy part of the $M$ sum need not equal $E^+$. The program prints only the total of the $M$ sum, not its two parts; why the total is so small is not derived here.

## (f) Photon scattering by a free electron

*An electron at rest ($V=0$) scatters a photon of frequency $\omega$, direction $\mathbf n$ and real polarization $\boldsymbol\varepsilon$ into $\omega',\mathbf n',\boldsymbol\varepsilon'$ at angle $\theta$. Write the second-order amplitude, split it as in (a), expand both parts in $\eta=\omega/c^2$, and find the low-frequency cross section.*

**Solution.** *Normalization.* A mode $\mathbf A=a\,\boldsymbol\varepsilon\,e^{i(\mathbf k\cdot\mathbf r-\omega t)}+\text{c.c.}$ has mean squared electric field $2a^2\omega^2$ and, with the equal magnetic share, energy density $2\cdot2a^2\omega^2/8\pi$. One photon in a volume $\mathcal V$ means $a^2=2\pi/\omega\mathcal V$. The transition element is written $aa'\mathcal M$. The cross term of the Schrödinger operator $A^2/2$ between the two modes would give $\mathcal M=2\cdot\tfrac12\,\boldsymbol\varepsilon\cdot\boldsymbol\varepsilon'$.

With $\mathbf k=\omega\mathbf n/c$, $\mathbf k'=\omega'\mathbf n'/c$, $\mathbf p'=\mathbf k-\mathbf k'$, the final energy obeys $E'^2=c^4+\omega^2+\omega'^2-2\omega\omega'\cos\theta$. Squaring $E'=c^2+\omega-\omega'$ and comparing gives $c^2(\omega-\omega')=\omega\omega'(1-\cos\theta)$, so $c^2+\omega(1-\cos\theta)=c^2\omega/\omega'$. The golden rule needs

$$\frac{\partial(\omega'+E')}{\partial\omega'}=\frac{E'+\omega'-\omega\cos\theta}{E'}=\frac{c^2+\omega(1-\cos\theta)}{E'}=\frac{c^2\omega}{E'\omega'} .$$

The rate $2\pi\lvert aa'\mathcal M\rvert^2$ times the density of states, divided by the flux $c/\mathcal V$, is

$$\frac{d\sigma}{d\Omega}=2\pi\,\frac{(2\pi)^2}{\omega\omega'\mathcal V^2}\lvert\mathcal M\rvert^2\,\frac{\mathcal V\omega'^2}{(2\pi c)^3}\,\frac{E'\omega'}{c^2\omega}\,\frac{\mathcal V}{c}=r_e^2\Big(\frac{\omega'}{\omega}\Big)^2\frac{E'}{c^2}\lvert\mathcal M\rvert^2,\qquad r_e=\frac1{c^2}.$$

*Amplitude.* If absorption comes first, the intermediate electron has momentum $\mathbf k$ and the available energy is $c^2+\omega$; if emission comes first, they are $-\mathbf k'$ and $c^2-\omega'$. At momentum $\mathbf p$, $h_{\mathbf p}=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2$ has $h_{\mathbf p}^2=E_p^2=c^4+c^2p^2$, so $\Lambda_\pm(\mathbf p)=\tfrac12(1\pm h_{\mathbf p}/E_p)$ projects on energy $\pm E_p$. With unit spinors $u,u'$,

$$\mathcal M^\pm=c^2u'^\dagger\left[\frac{\boldsymbol\alpha\cdot\boldsymbol\varepsilon'\,\Lambda_\pm(\mathbf k)\,\boldsymbol\alpha\cdot\boldsymbol\varepsilon}{c^2+\omega\mp E_k}+\frac{\boldsymbol\alpha\cdot\boldsymbol\varepsilon\,\Lambda_\pm(-\mathbf k')\,\boldsymbol\alpha\cdot\boldsymbol\varepsilon'}{c^2-\omega'\mp E_{k'}}\right]u .$$

The filled-sea picture again gives the same amplitude, but when the final electron state differs from the initial one no vacuum term is blocked. Instead, a sea electron is lifted into the final state and the initial electron then fills the hole. The exchange of the two electrons gives a minus sign, and the energy denominator is also the negative of the one in $\mathcal M^-$, so each such process equals a term of $\mathcal M^-$ with absorption and emission in the opposite order. Write $\sigma_{\mathbf b}=\boldsymbol\sigma\cdot\mathbf b$ and $\mathbf q=\mathbf n-\mathbf n'$. Here $E_k=c^2\sqrt{1+\eta^2}$ and $\omega'=\omega[1+O(\eta)]$; $u=(s,0)$ for a two-spinor $s$, and $u'=(s',\tfrac12\eta\,\sigma_{\mathbf q}s')$ up to relative $O(\eta)$ in the lower part and $O(\eta^2)$ in the upper. $\mathcal M^\pm$ are $2\times2$ matrices between $s'$ and $s$. The vector $\boldsymbol\alpha\cdot\boldsymbol\varepsilon\,u=(0,\sigma_{\boldsymbol\varepsilon}s)$ meets the upper-right block $\pm c\,\sigma_{\mathbf k}/2E_k\approx\pm\tfrac12\eta\,\sigma_{\mathbf n}$ and the lower-right block $\tfrac12(1\mp c^2/E_k)$ of $\Lambda_\pm(\mathbf k)$. The latter is $\eta^2/4$ for $\Lambda_+$ and $1-\eta^2/4$ for $\Lambda_-$.

*Negative part.* After $\boldsymbol\alpha\cdot\boldsymbol\varepsilon'$ swaps the blocks, the upper part is $\sigma_{\boldsymbol\varepsilon'}\sigma_{\boldsymbol\varepsilon}s$, and the lower part, of order $\eta$, meets the $O(\eta)$ lower part of $u'$. The numerators are $\sigma_{\boldsymbol\varepsilon'}\sigma_{\boldsymbol\varepsilon}$ and $\sigma_{\boldsymbol\varepsilon}\sigma_{\boldsymbol\varepsilon'}$ up to $O(\eta^2)$, and the denominators $2c^2(1\pm\eta/2)$ to the same accuracy:

This part has found $E^-$ for the hydrogen-like ground state with its first relativistic correction, compared it with explicit sums, and assembled the factors of the free-electron amplitude $\mathcal M^-$. What remains is to combine them, find $\mathcal M^+$ and the cross section, and treat the bound electron, the gauge dependence of the split and the limits of the identification.
